**Self-cooling of a solid subliming into vacuum**

The program examines the linearised flux J = J0/(1+S), with S = L²J0/(hRT0²) and L = ΔH − RT0/2. Here T0 is the face temperature without sublimation, J0 the molar flux at T0, h the heat-transfer coefficient, ΔH the sublimation enthalpy and L the heat removed per mole. For a model Einstein solid, it asserts that the temperature slope of the emitted flux matches the energy carried away, with both complete and energy-dependent sticking. It also asserts that the linear cooling agrees with a numerical Newton step on the heat balance. Roots of the full balance are used to assert the small-S expansion, the two bounds on the flux, the approximate Lambert form, the crossing of the linear ceiling and the formula for the apparent enthalpy. For antimony at 750 K with rough inputs, the output gives S = 0.198 and a flux ratio of 0.835 from the linear formula, against 0.845 from the full balance. The last lines vary uncertain inputs and estimate neglected effects. The evaporation coefficient and the vapour pressure change the result most among the cases calculated; for vapour collisions only the share of colliding molecules is estimated, not the loss of flux.

## Program and output

```python
# Self-cooling of a solid that sublimes into vacuum.
# Result under test: J = J0/(1+S), S = L^2 J0/(h R T0^2), L = dH - R T0/2.
# J0: molar flux at T0, the face temperature without sublimation;
# J: actual flux; h: heat-transfer coefficient; dH: sublimation enthalpy;
# L: heat removed per mole by molecules escaping without collisions.
# The linear result is compared with roots of the full heat balance.
import numpy as np
from scipy.constants import R, k, h as planck, sigma, atm, eV, atomic_mass
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

torr = atm / 760

# ---- Kinetic test: Einstein solid, explicit sums and flux integrals ----
mass = 100 * atomic_mass
binding = 2.0 * eV
levels = k * 200.0 * (np.arange(500) + 0.5)


def solid(T):
    """Chemical potential and energy per atom of the model solid."""
    weights = np.exp(-levels / (k * T))
    z = weights.sum()
    mu = -binding - 3 * k * T * np.log(z)
    energy = -binding + 3 * (levels * weights).sum() / z
    return mu, energy


def emission(T, stick):
    """Log of emitted number flux and mean energy of escaping atoms."""
    i1 = quad(lambda x: x * stick(x * k * T) * np.exp(-x), 0, 60,
              epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    i2 = quad(lambda x: x**2 * stick(x * k * T) * np.exp(-x), 0, 60,
              epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    log_flux = (np.log(2 * np.pi * mass / planck**3) + solid(T)[0] / (k * T)
                + 2 * np.log(k * T) + np.log(i1))
    return log_flux, k * T * i2 / i1


def log_pressure(T):
    """Log of the saturated pressure of the ideal monatomic vapour."""
    return (np.log(k * T) + 1.5 * np.log(2 * np.pi * mass * k * T / planck**2)
            + solid(T)[0] / (k * T))


def full_stick(E):
    return 1.0


def partial_stick(E):
    return 1.0 - np.exp(-E / (k * 1500.0))


Tk, dT = 750.0, 0.1
for stick in (full_stick, partial_stick):
    slope = (emission(Tk + dT, stick)[0]
             - emission(Tk - dT, stick)[0]) / (2 * dT)
    carried = emission(Tk, stick)[1] - solid(Tk)[1]
    assert abs(k * Tk**2 * slope / carried - 1) < 1e-5
full_carried = emission(Tk, full_stick)[1] - solid(Tk)[1]
enthalpy = k * Tk**2 * (log_pressure(Tk + dT)
                        - log_pressure(Tk - dT)) / (2 * dT)
assert abs((enthalpy - full_carried) / (0.5 * k * Tk) - 1) < 1e-3
hertz_knudsen = log_pressure(Tk) - 0.5 * np.log(2 * np.pi * mass * k * Tk)
assert abs(emission(Tk, full_stick)[0] - hertz_knudsen) < 1e-8
mean_energy_full = emission(Tk, full_stick)[1] / (k * Tk)
mean_energy_partial = emission(Tk, partial_stick)[1] / (k * Tk)

# ---- Worked example: antimony, rough typical inputs ----
T0 = 750.0              # K
T_ref = 700.0           # K
p_ref = 1e-4 * torr     # Pa
dH = 200e3              # J per mole of Sb4
M = 4 * 121.76e-3       # kg per mole of Sb4
h = 40.0                # W/(m^2 K)
density = 6700.0        # kg/m^3


def pressure(T):
    return p_ref * np.exp(-dH / R * (1 / T - 1 / T_ref))


def flux(T, scale=1.0):
    return scale * pressure(T) / np.sqrt(2 * np.pi * M * R * T)


def latent(T):
    return dH - R * T / 2


def cooling(supply, scale=1.0, T_base=T0):
    """Root of the full balance; supply is a function of the cooling."""
    def residual(th):
        T = T_base - th
        return supply(th) - latent(T) * flux(T, scale)
    return brentq(residual, 0.0, 400.0, xtol=1e-13, rtol=1e-14)


def linear_supply(coefficient):
    return lambda th: coefficient * th


J0 = flux(T0)
L = latent(T0)
beta = L / (R * T0**2)
S = L**2 * J0 / (h * R * T0**2)
J_lin = J0 / (1 + S)
theta_lin = S / (beta * (1 + S))
theta = cooling(linear_supply(h))
J_full = flux(T0 - theta)

# One Newton step from T0 with a numerical slope of the heat draw.
step = 0.01
draw_slope = (latent(T0 + step) * flux(T0 + step)
              - latent(T0 - step) * flux(T0 - step)) / (2 * step)
theta_newton = L * J0 / (h + draw_slope)
assert abs(theta_newton / theta_lin - 1) < 1e-3

# First- and second-order coefficients in S from the full balance.
S_small = 2e-3
th_small = cooling(linear_supply(h * S / S_small))
ratio_small = flux(T0 - th_small) / J0
first = (1 - ratio_small) / S_small
second = (ratio_small - 1 + S_small) / S_small**2
assert abs(first - 1) < 2 * S_small
# The slope beta itself varies with T, a relative effect of 1/(beta T0).
assert abs(second - 1.5) < 3 / (beta * T0)

# Bounds and Lambert form over a range of S, by changing J0 at fixed T0.
table = []
for target in (0.05, 0.2, 1.0, 5.0):
    scale = target / S
    th = cooling(linear_supply(h), scale)
    full = flux(T0 - th) / J0
    low = 1 / (1 + target)
    high = np.exp(-target / (1 + target))
    lam = lambertw(target).real / target
    assert low < full < high
    assert low < lam < high
    assert abs(full / lam - 1) < 0.04   # curvature of ln J against T
    table.append((target, low, full, lam, high))

# The plateau of the linear formula is passed by the full solution.
ceiling = h * R * T0**2 / L**2
scale_big = 50.0 / S
th_big = cooling(linear_supply(h), scale_big)
over_ceiling = flux(T0 - th_big, scale_big) / ceiling
assert over_ceiling > 2

# Apparent enthalpy from the slope of ln J against the set temperature.
dT0 = 0.05
logs = []
for Tb in (T0 + dT0, T0 - dT0):
    logs.append(np.log(flux(Tb - cooling(linear_supply(h), 1.0, Tb))))
apparent = R * T0**2 * (logs[0] - logs[1]) / (2 * dT0)
Ts = T0 - theta
x_s = latent(Ts)**2 * J_full / (h * R * Ts**2)
apparent_formula = latent(Ts) * (T0 / Ts)**2 / (1 + x_s)
assert abs(apparent / apparent_formula - 1) < 1e-3

# ---- Sizes of neglected effects, rough inputs ----
emissivity = 0.3
h_rad = 4 * emissivity * sigma * T0**3
h_contact = h - h_rad
assert h_contact > 0


def radiative_supply(th):
    return h_contact * th + emissivity * sigma * (T0**4 - (T0 - th)**4)


J_rad = flux(T0 - cooling(radiative_supply))
thickness, conductivity = 5e-3, 20.0
h_series = 1 / (1 / h + thickness / conductivity)
J_series = flux(T0 - cooling(linear_supply(h_series)))
diameter, width = 0.6e-9, 10e-3
free_path = k * T0 / (np.sqrt(2) * np.pi * diameter**2 * pressure(T0))
collided = 1 - np.exp(-width / free_path)
alpha = 0.2
ratio_alpha = flux(T0 - cooling(linear_supply(h), alpha)) / J0
ratio_double = flux(T0 - cooling(linear_supply(h), 2.0)) / J0
heat_capacity_change = 20.0
latent_shift = heat_capacity_change * theta / L
S_simple = dH**2 * J0 / (h * R * T0**2)


def recession(J):
    return J * M / density * 1e9


print(f"Temperature without sublimation T0: {T0:.0f} K")
print(f"Reference pressure: {p_ref/torr:.1e} Torr at {T_ref:.0f} K")
print(f"Sublimation enthalpy: {dH/1e3:.0f} kJ/mol of Sb4")
print(f"Molar mass of Sb4: {M*1e3:.2f} g/mol")
print(f"Heat-transfer coefficient h: {h:.0f} W/(m^2 K)")
print(f"Density: {density:.0f} kg/m^3")
print(f"Vapour pressure at T0: {pressure(T0)/torr:.3e} Torr")
print(f"Isothermal flux J0: {J0:.3e} mol/(m^2 s)")
print(f"Heat removed per mole L: {L/1e3:.2f} kJ/mol")
print(f"Isothermal heat draw L*J0: {L*J0:.1f} W/m^2")
print(f"Flux slope beta: {beta:.5f} 1/K")
print(f"Self-cooling number S: {S:.4f}")
print(f"S with dH in place of L: {S_simple:.4f}")
print(f"Cooling, linear: {theta_lin:.3f} K")
print(f"Cooling, full balance: {theta:.3f} K")
print(f"Flux, linear: {J_lin:.3e} mol/(m^2 s)")
print(f"Flux, full balance: {J_full:.3e} mol/(m^2 s)")
print(f"J/J0 linear: {J_lin/J0:.4f}")
print(f"J/J0 full balance: {J_full/J0:.4f}")
print(f"J/J0 Lambert: {lambertw(S).real/S:.4f}")
print(f"J/J0 upper bound: {np.exp(-S/(1+S)):.4f}")
print(f"Recession, isothermal: {recession(J0):.1f} nm/s")
print(f"Recession, linear: {recession(J_lin):.1f} nm/s")
print(f"Recession, full balance: {recession(J_full):.1f} nm/s")
print(f"Linear flux ceiling: {ceiling:.3e} mol/(m^2 s)")
print(f"Full flux / ceiling at S = 50: {over_ceiling:.2f}")
print(f"Apparent L from slope, numerical: {apparent/1e3:.2f} kJ/mol")
print(f"Apparent L from formula: {apparent_formula/1e3:.2f} kJ/mol")
print(f"Full balance, coefficient of -S: {first:.4f}")
print(f"Full balance, coefficient of S^2: {second:.3f}")
print("J/J0 against S: linear, full, Lambert, upper bound")
for row in table:
    print("S = %.2f: %.4f %.4f %.4f %.4f" % row)
print(f"Model solid, mean escape energy: {mean_energy_full:.4f} kT")
print(f"Same, energy-dependent sticking: {mean_energy_partial:.4f} kT")
print(f"Emissivity: {emissivity:.1f}; radiative part of h: "
      f"{h_rad:.1f} W/(m^2 K)")
print(f"Flux change, radiative curvature: {100*(J_rad/J_full-1):.3f} %")
print(f"Piece: {thickness*1e3:.0f} mm thick, {conductivity:.0f} W/(m K)")
print(f"Flux change, inner gradient: {100*(J_series/J_full-1):.3f} %")
print(f"Collision diameter: {diameter*1e9:.1f} nm; "
      f"face width: {width*1e3:.0f} mm")
print(f"Mean free path at saturation: {free_path*1e3:.1f} mm")
print(f"Share colliding within one width: {100*collided:.1f} %")
print(f"Evaporation coefficient {alpha:.1f}: S = {alpha*S:.4f}")
print(f"  J / (its own isothermal flux): {ratio_alpha/1.0:.4f}")
print(f"Pressure doubled: S = {2*S:.4f}, own J/J0 = {ratio_double:.4f}")
print(f"Heat-capacity change: {heat_capacity_change:.0f} J/(mol K)")
print(f"Its relative shift of L: {100*latent_shift:.3f} %")
print("checks complete")
```

Output:

```
Temperature without sublimation T0: 750 K
Reference pressure: 1.0e-04 Torr at 700 K
Sublimation enthalpy: 200 kJ/mol of Sb4
Molar mass of Sb4: 487.04 g/mol
Heat-transfer coefficient h: 40 W/(m^2 K)
Density: 6700 kg/m^3
Vapour pressure at T0: 9.884e-04 Torr
Isothermal flux J0: 9.539e-04 mol/(m^2 s)
Heat removed per mole L: 196.88 kJ/mol
Isothermal heat draw L*J0: 187.8 W/m^2
Flux slope beta: 0.04210 1/K
Self-cooling number S: 0.1977
S with dH in place of L: 0.2040
Cooling, linear: 3.920 K
Cooling, full balance: 3.969 K
Flux, linear: 7.965e-04 mol/(m^2 s)
Flux, full balance: 8.064e-04 mol/(m^2 s)
J/J0 linear: 0.8350
J/J0 full balance: 0.8454
J/J0 Lambert: 0.8460
J/J0 upper bound: 0.8479
Recession, isothermal: 69.3 nm/s
Recession, linear: 57.9 nm/s
Recession, full balance: 58.6 nm/s
Linear flux ceiling: 4.826e-03 mol/(m^2 s)
Full flux / ceiling at S = 50: 2.67
Apparent L from slope, numerical: 170.26 kJ/mol
Apparent L from formula: 170.25 kJ/mol
Full balance, coefficient of -S: 0.9971
Full balance, coefficient of S^2: 1.463
J/J0 against S: linear, full, Lambert, upper bound
S = 0.05: 0.9524 0.9534 0.9534 0.9535
S = 0.20: 0.8333 0.8439 0.8446 0.8465
S = 1.00: 0.5000 0.5634 0.5671 0.6065
S = 5.00: 0.1667 0.2589 0.2653 0.4346
Model solid, mean escape energy: 2.0000 kT
Same, energy-dependent sticking: 2.5333 kT
Emissivity: 0.3; radiative part of h: 28.7 W/(m^2 K)
Flux change, radiative curvature: -0.083 %
Piece: 5 mm thick, 20 W/(m K)
Flux change, inner gradient: -0.144 %
Collision diameter: 0.6 nm; face width: 10 mm
Mean free path at saturation: 49.1 mm
Share colliding within one width: 18.4 %
Evaporation coefficient 0.2: S = 0.0395
  J / (its own isothermal flux): 0.9626
Pressure doubled: S = 0.3953, own J/J0 = 0.7433
Heat-capacity change: 20 J/(mol K)
Its relative shift of L: 0.040 %
checks complete
```
